# Microwave Cavity Resonance Shift as a Measure of Field-Weighted Plasma Electron Density: a numerical check

```python
# Result under test: a tenuous collisionless plasma in a microwave cavity shifts
# a resonance by  df/f0 = <wp^2> / (2 w0^2),  wp^2 = n e^2/(eps0 m),
# where < > is the average weighted by the squared vacuum electric field.
# Symbols: R, h cavity radius and height; x1 first zero of J0; n electron density;
# s = (peak wp^2)/w0^2; nu electron collision frequency.
# The field solver uses lengths in units of R and eigenvalues lam = (w R/c)^2.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.special import j0, j1, jn_zeros
from scipy import constants as const

e, m, eps0, c = const.e, const.m_e, const.epsilon_0, const.c
zeros = jn_zeros(0, 30)
x1 = zeros[0]

# ---- example inputs (rough typical values) ----
R, h = 0.040, 0.020              # m
n_peak = 1e9 * 1e6               # m^-3
p_torr, T_gas, Te = 0.050, 300.0, 3.0
k_mom = 1e-7 * 1e-6              # m^3/s, rough momentum-transfer rate in argon
alpha_gas = 1.6e-30              # m^3, rough argon polarizability volume
expansion = 23e-6                # 1/K, rough value for aluminium
Q_loaded, P_probe = 2000.0, 1e-3
B_earth = 0.5e-4                 # T, rough
M_ion = 40 * const.atomic_mass   # argon, rounded mass
aspect = h / R


def diffusion(r, z):
    return j0(x1 * r) * np.sin(np.pi * z / aspect)


def hollow(r, z):
    return r**2 + 0 * z


def solve_cavity(N, strength, profile):
    """Full axisymmetric (Er, Ez) eigenproblem on a staggered mesh."""
    M = int(round(N * aspect))
    dr, dz = 1 / N, aspect / M
    r_node, r_half = np.arange(N) * dr, (np.arange(N) + 0.5) * dr
    z_node, z_half = np.arange(1, M) * dz, (np.arange(M) + 0.5) * dz
    ring = r_node * dr
    ring[0] = dr**2 / 8
    mass_z = np.repeat(ring * dz, M)
    mass_r = np.repeat(r_half * dr * dz, M - 1)
    mass = np.concatenate([mass_z, mass_r])
    d_r = sp.diags([-1.0, 1.0], [0, 1], shape=(N, N)) / dr
    d_z = sp.diags([1.0, -1.0], [0, -1], shape=(M, M - 1)) / dz
    curl = sp.hstack([-sp.kron(d_r, sp.identity(M)),
                      sp.kron(sp.identity(N), d_z)])
    weight = sp.diags(np.repeat(r_half * dr * dz, M))
    scale = sp.diags(1 / np.sqrt(mass))
    rz, zz = np.meshgrid(r_node, z_half, indexing="ij")
    rr, zr = np.meshgrid(r_half, z_node, indexing="ij")
    pot = strength * x1**2 * np.concatenate(
        [profile(rz, zz).ravel(), profile(rr, zr).ravel()])
    op = (scale @ curl.T @ weight @ curl @ scale + sp.diags(pot)).tocsc()
    lam, vec = eigsh(op, k=1, sigma=1.1 * x1**2, v0=np.ones(len(mass)))
    Ez = (vec[:, 0] / np.sqrt(mass))[:N * M]
    return lam[0], Ez, mass_z, rz.ravel(), pot[:N * M]


def extrapolate(coarse, fine):
    return (4 * fine - coarse) / 3


# ---- field-weighted averages by quadrature ----
g, wg = np.polynomial.legendre.leggauss(200)
u, wu = (g + 1) / 2, wg / 2
norm = np.sum(wu * u * j0(x1 * u)**2)
w_rad = np.sum(wu * u * j0(x1 * u)**3) / norm
w_ax = np.sum(wu * np.sin(np.pi * u))
w_diff = w_rad * w_ax
w_hollow = np.sum(wu * u**3 * j0(x1 * u)**2) / norm
vol_diff = 2 * np.sum(wu * u * j0(x1 * u)) * w_ax
vol_hollow = 2 * np.sum(wu * u**3)

# ---- second-order coefficient: curl-free and solenoidal parts ----
curlfree = solenoidal = 0.0
for i, xm in enumerate(zeros):
    a = np.sum(wu * u * j0(xm * u) * j0(x1 * u)**2) / (0.5 * j1(xm) * j1(x1))
    for p in range(0, 42, 2):
        if i == 0 and p == 0:
            continue
        b = np.sum(wu * np.sin(np.pi * u) * np.cos(p * np.pi * u))
        b *= np.sqrt(2) if p else 1.0
        q2 = (p * np.pi / aspect)**2
        k2 = xm**2 + q2
        curlfree += (a * b)**2 * q2 / k2
        solenoidal -= (a * b)**2 * xm**2 / k2 * x1**2 / (k2 - x1**2)
second = curlfree + solenoidal   # (w^2-w0^2)/w0^2 = w_diff*s + second*s^2

# ---- test: first and second order against the full field solution ----
meshes = (40, 80)
lam0 = [solve_cavity(N, 0.0, diffusion)[0] for N in meshes]
assert abs(extrapolate(*lam0) / x1**2 - 1) < 1e-5
t = 0.05
plus = [solve_cavity(N, t, diffusion)[0] for N in meshes]
minus = [solve_cavity(N, -t, diffusion)[0] for N in meshes]
slope = extrapolate(*[(a - b) / (2 * t) for a, b in zip(plus, minus)]) / x1**2
curve = extrapolate(*[(a + b - 2 * d) / (2 * t**2)
                      for a, b, d in zip(plus, minus, lam0)]) / x1**2
# the odd difference retains a third-order term of relative size below t^2
assert abs(slope / w_diff - 1) < 1e-3
assert abs(curve / second - 1) < 0.02
assert curlfree > 0 > solenoidal

# ---- test: exact overlap identity in a dense plasma, where first order fails ----
s_dense = 0.5
lam_d, Ez, mass_z, r_z, pot_z = solve_cavity(80, s_dense, diffusion)
overlap = mass_z * j0(x1 * r_z) * Ez
identity = np.sum(overlap * pot_z) / np.sum(overlap)
assert abs(identity / (lam_d - x1**2) - 1) < 3e-3
dense_error = (lam_d - lam0[1]) / (x1**2 * w_diff * s_dense) - 1
assert abs(dense_error) > 0.02

# ---- test: collisions, from the coupled field and current equations ----
wp2, nu_t = 1e-4, 0.5            # in units of w0^2 and w0


def coupled_root(wp2, nu):
    mat = np.array([[0, 1, 0], [-1 - wp2, 0, nu], [wp2, 0, -nu]])
    ev = np.linalg.eigvals(mat)
    return ev[np.argmax(ev.imag)]


root = coupled_root(wp2, nu_t)
assert abs((root.imag - 1) / (wp2 / 2 / (1 + nu_t**2)) - 1) < 1e-3
assert abs(-root.real / (wp2 * nu_t / 2 / (1 + nu_t**2)) - 1) < 1e-3
assert abs(coupled_root(0.3, 0.0).imag**2 - 1.3) < 1e-10

# ---- worked example ----
w0 = x1 * c / R
f0 = w0 / (2 * np.pi)
wp2_peak = n_peak * e**2 / (eps0 * m)
s = wp2_peak / w0**2
n_E = w_diff * n_peak
df_first = f0 * s * w_diff / 2


def full_shift(strength, profile):
    d = [solve_cavity(N, strength, profile)[0] - l0
         for N, l0 in zip(meshes, lam0)]
    to_f = lambda x: f0 * (np.sqrt(1 + x / x1**2) - 1)
    return to_f(extrapolate(*d)), to_f(d[0]), to_f(d[1])


df_full, df_coarse, df_fine = full_shift(s, diffusion)
rel_sq = ((1 + df_full / f0)**2 - 1)
assert abs(rel_sq / (w_diff * s + second * s**2) - 1) < 2e-4
assert abs(df_full / df_first - 1) < s
n_linear = 8 * np.pi**2 * eps0 * m * f0 * df_full / e**2
n_square = eps0 * m * w0**2 * rel_sq / e**2
assert abs(n_linear / n_E - 1) < s and abs(n_square / n_E - 1) < s

# same weighted density, very different volume average
s_hollow = s * w_diff / w_hollow
df_hollow = full_shift(s_hollow, hollow)[0]
nvol_diff = vol_diff * n_peak
nvol_hollow = vol_hollow * n_peak * w_diff / w_hollow
assert abs(df_hollow / df_full - 1) < 5e-3
assert nvol_hollow / nvol_diff > 2

# ---- neglected effects ----
n_gas = p_torr * const.torr / (const.k * T_gas)
nu = k_mom * n_gas
thermal = 3 * (np.pi / h)**2 * (Te * e / m) / w0**2
df_gas = -0.5 * 4 * np.pi * alpha_gas * n_gas * f0
df_wall = -expansion * f0
energy = Q_loaded * P_probe / w0
E_probe = np.sqrt(2 * energy / (eps0 * np.pi * R**2 * h * j1(x1)**2))
quiver = e * E_probe**2 / (4 * m * w0**2)
inv_Q_plasma = s * w_diff * (nu / w0) / (1 + (nu / w0)**2)

print(f"Cavity radius, height: {R*1e3:.1f}, {h*1e3:.1f} mm")
print(f"Argon pressure: {p_torr*1e3:.0f} mTorr; gas temperature {T_gas:.0f} K")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Peak electron density: {n_peak*1e-6:.3e} cm^-3")
print(f"First zero of J0: {x1:.5f}")
print(f"Vacuum TM010 frequency f0: {f0/1e6:.2f} MHz")
print(f"Peak plasma frequency: {np.sqrt(wp2_peak)/(2*np.pi)/1e6:.2f} MHz")
print(f"Peak wp^2/w0^2: {s:.5f}")
print(f"Radial weight factor: {w_rad:.5f}")
print(f"Axial weight factor: {w_ax:.5f}")
print(f"Weighted/peak density: {w_diff:.5f}")
print(f"Volume-average/peak density: {vol_diff:.5f}")
print(f"Field-weighted density n_E: {n_E*1e-6:.4e} cm^-3")
print(f"First-order shift: {df_first/1e6:.4f} MHz")
print(f"Full field solution, extrapolated shift: {df_full/1e6:.4f} MHz")
print(f"Shift on coarse, fine mesh: {df_coarse/1e6:.4f}, {df_fine/1e6:.4f} MHz")
print(f"Fine mesh minus extrapolated: {(df_fine-df_full)/1e3:.2f} kHz")
print(f"n_E recovered, linear formula: {n_linear*1e-6:.4e} cm^-3")
print(f"n_E recovered, squared-frequency formula: {n_square*1e-6:.4e} cm^-3")
print(f"Density n_E per MHz of shift: {n_linear/df_full:.4e} cm^-3")
print(f"Hollow profile, same n_E, shift: {df_hollow/1e6:.4f} MHz")
print(f"Volume average, diffusion profile: {nvol_diff*1e-6:.3e} cm^-3")
print(f"Volume average, hollow profile: {nvol_hollow*1e-6:.3e} cm^-3")
print(f"First-order coefficient, numerical: {slope:.5f}")
print(f"Second-order coefficient, sum: {second:.5f}")
print(f"Second-order coefficient, numerical: {curve:.5f}")
print(f"  curl-free part: {curlfree:.5f}; solenoidal part: {solenoidal:.5f}")
print(f"Second-order/first-order term in example: {second*s/w_diff:.2e}")
print(f"Linearizing w^2-w0^2, relative effect: {df_full/(2*f0):.2e}")
print(f"At peak wp^2/w0^2 = {s_dense:.1f}, (w^2-w0^2) exceeds first order by "
      f"{100*dense_error:.2f} %")
print(f"Collision frequency (rough): {nu:.2e} s^-1")
print(f"Collisions, relative effect (nu/w0)^2: {(nu/w0)**2:.1e}")
print(f"Plasma contribution to 1/Q: {inv_Q_plasma:.1e}")
print(f"Thermal motion, relative size: {thermal:.1e}")
print(f"Ion motion, relative effect m/M: {m/M_ion:.1e}")
print(f"Earth field, relative size (wc/w0)^2: {(e*B_earth/m/w0)**2:.1e}")
print(f"Neutral gas shift: {df_gas:.1f} Hz")
print(f"Wall warming shift: {df_wall/1e3:.1f} kHz per K")
print(f"Wall warming by 1 K / plasma shift: {abs(df_wall)/df_full:.2e}")
print(f"Loaded Q: {Q_loaded:.0f}; linewidth f0/Q: {f0/Q_loaded/1e6:.2f} MHz")
print(f"Absorbed probing power: {P_probe*1e3:.1f} mW")
print(f"Peak probing field: {E_probe/100:.2f} V/cm")
print(f"Electron quiver energy: {quiver:.1e} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Cavity radius, height: 40.0, 20.0 mm
Argon pressure: 50 mTorr; gas temperature 300 K
Electron temperature: 3.0 eV
Peak electron density: 1.000e+09 cm^-3
First zero of J0: 2.40483
Vacuum TM010 frequency f0: 2868.56 MHz
Peak plasma frequency: 283.93 MHz
Peak wp^2/w0^2: 0.00980
Radial weight factor: 0.72324
Axial weight factor: 0.63662
Weighted/peak density: 0.46043
Volume-average/peak density: 0.27486
Field-weighted density n_E: 4.6043e+08 cm^-3
First-order shift: 6.4698 MHz
Full field solution, extrapolated shift: 6.4690 MHz
Shift on coarse, fine mesh: 6.4760, 6.4707 MHz
Fine mesh minus extrapolated: 1.76 kHz
n_E recovered, linear formula: 4.6037e+08 cm^-3
n_E recovered, squared-frequency formula: 4.6089e+08 cm^-3
Density n_E per MHz of shift: 7.1166e+07 cm^-3
Hollow profile, same n_E, shift: 6.4581 MHz
Volume average, diffusion profile: 2.749e+08 cm^-3
Volume average, hollow profile: 1.056e+09 cm^-3
First-order coefficient, numerical: 0.46041
Second-order coefficient, sum: 0.04718
Second-order coefficient, numerical: 0.04718
  curl-free part: 0.05124; solenoidal part: -0.00407
Second-order/first-order term in example: 1.00e-03
Linearizing w^2-w0^2, relative effect: 1.13e-03
At peak wp^2/w0^2 = 0.5, (w^2-w0^2) exceeds first order by 4.86 %
Collision frequency (rough): 1.61e+08 s^-1
Collisions, relative effect (nu/w0)^2: 8.0e-05
Plasma contribution to 1/Q: 4.0e-05
Thermal motion, relative size: 1.2e-04
Ion motion, relative effect m/M: 1.4e-05
Earth field, relative size (wc/w0)^2: 2.4e-07
Neutral gas shift: -46.4 Hz
Wall warming shift: -66.0 kHz per K
Wall warming by 1 K / plasma shift: 1.02e-02
Loaded Q: 2000; linewidth f0/Q: 1.43 MHz
Absorbed probing power: 1.0 mW
Peak probing field: 9.62 V/cm
Electron quiver energy: 1.3e-04 eV
ALL CHECKS PASSED
```
